# Rayleigh Hysteresis from a Locally Uniform Preisach Density, part 1

(Sections cited here and not found follow in the second part.)

## 1. From relays to quadratic branches

### The choice of update rule

A simulation of a ferroelectric element driven below its switching field needs a rule that gives the polarization after any sequence of fields. One choice is a full Preisach array: a weight for every relay, and a state for every relay to be updated at each field step. The other is to carry two constants and a list of the reversal fields that have not been erased. The list is short for most drives, but it grows by one entry per half-cycle in a decaying oscillation. The two choices give the same polarization if the Preisach density is uniform over the part of the threshold plane that the field sweeps, the sample starts depoled, and the density outside that part is symmetric in the sense defined below. An asymmetric density outside shifts the polarization by a constant. A poled start also changes the first branches. If the density is not uniform in the swept region, the short rule gives some branches wrongly and in general a wrong loss, and the density over the whole swept region has to be known.

### Model and conventions

The field $E$ is a scalar, the component along one fixed axis, and it is the field that acts inside the material. A relay has two thresholds. It switches to the output $\gamma=+1$ when a rising field passes $u$, and to $\gamma=-1$ when a falling field passes $v$, with $u\ge v$. Between its thresholds it keeps its last output. The relays do not interact, and their response does not depend on how fast the field changes. The polarization is

$$
P=\chi E+\iint_{u\ge v}m(u,v)\,\gamma(u,v)\,du\,dv. \tag{1}
$$

The constant $\chi$ describes a linear response without loss. The density $m\ge 0$ is the polarization carried by relays per unit area of the $(u,v)$ plane. A relay that switches changes its output by 2, so it contributes twice its weight to the change of $P$. Relays lying on a boundary line carry no weight in a finite continuous density, so strict and non-strict inequalities need not be distinguished below.

Let $E_0$ be the largest field magnitude reached after the sample has been prepared. The central assumption is

$$
m(u,v)=m_0\quad\text{for}\quad -E_0\le v\le u\le E_0. \tag{2}
$$

This is the meaning of "locally uniform" here: the density is constant over a whole triangle whose size is set by the amplitude. Outside the triangle it may vary, but for a centred response it is taken to be symmetric,

$$
m(u,v)=m(-v,-u). \tag{3}
$$

The map $(u,v)\to(-v,-u)$ describes the same relay seen with the signs of field and polarization reversed. Equation (3) therefore says that the material has no built-in preference for one polarity.

The algebra is in atomic units, in which the work done on the polarization per unit volume is $\int E\,dP$. Numbers are in V/Å for field, e/Å² for polarization and eV/Å³ for energy density. One elementary charge moved through one volt gains one electronvolt, so the product of field and polarization has the right unit without a factor, and the formulas keep their form. In both sets $P=\chi E$ defines the susceptibility; the SI form $P=\varepsilon_0\chi_{\rm SI}E$ corresponds to $\chi=\varepsilon_0\chi_{\rm SI}$ when $\chi$ is expressed in e/(V Å).

### The branch after a reversal

Two rules follow from the definition of the relay. When the field has risen to $E$, every relay with $u<E$ is up. When it has fallen to $E$, every relay with $v>E$ is down.

Suppose the field reached a maximum $M$, fell to $E_r$, and now rises to a value $E$ between $E_r$ and $M$. At $M$ every relay with $u<M$ was up. During the fall to $E_r$, those with $v>E_r$ went down and the others stayed up. The rise to $E$ can turn up those relays that have $u<E$ and are down. Since $E\le M$, these are the relays in the triangle

$$
E_r<v\le u<E. \tag{4}
$$

Nothing that happened before the maximum $M$ enters. For a fixed $u$, the variable $v$ runs over a length $u-E_r$, so the area of the triangle is

$$
\int_{E_r}^{E}(u-E_r)\,du=\frac{(E-E_r)^2}{2}. \tag{5}
$$

The density is $m_0$ throughout this triangle, and each output changes by $+2$. With the reversible part included,

$$
P-P_r=\chi(E-E_r)+2m_0\frac{(E-E_r)^2}{2}
=\chi(E-E_r)+m_0(E-E_r)^2, \tag{6}
$$

where $P_r$ is the polarization at the reversal. Define the Rayleigh coefficient

$$
R=2m_0. \tag{7}
$$

For a falling field the argument is repeated with the sign of field and polarization reversed. The field has come up from a minimum $N$ to $E_r$ and falls to $E\ge N$. The relays that go down fill the triangle $E<v\le u<E_r$, whose area is again $(E-E_r)^2/2$, and each output changes by $-2$. Both directions are covered by

$$
P=P_r+\chi(E-E_r)\pm\frac R2(E-E_r)^2, \tag{8}
$$

with plus for a rising and minus for a falling field. The square has a simple origin. A small further rise $dE$ adds to the triangle a strip of length $E-E_r$, so the number of relays switching per unit field grows in proportion to the distance from the reversal. Just after a reversal no relay has switched yet, so the new branch starts with slope $\chi$, whether the field rises or falls. The branch that ended at the reversal arrived there with a steeper slope.

### The depoled state and the initial curve

The initial curve depends on preparation. Let the sample be depoled by an alternating field whose amplitude $A$ starts above the thresholds of all relays that carry weight and decays slowly to zero.

A relay with $u<0$ ends up, because zero field lies above its upper threshold. A relay with $v>0$ ends down. A relay with $u>0>v$ can be switched up as long as $A>u$, and down as long as $A>-v$. If $u+v>0$, then $u>-v$, so upward switching stops first. A later negative half-cycle still passes $v$ and leaves the relay down. If $u+v<0$, downward switching stops first and the relay is left up. "Slowly" means that the amplitude drops by less than $|u+v|$ per half-cycle, which fails in a strip around the line $u+v=0$ that narrows as the decay is made slower. In the limit,

$$
\gamma=+1\ \text{for}\ u+v<0,\qquad \gamma=-1\ \text{for}\ u+v>0. \tag{9}
$$

The map in equation (3) exchanges these two regions and preserves the density. Their contributions cancel, and $P=0$ at $E=0$.

Now raise the field from zero to $E\le E_0$. The relays that go up have $0<u<E$ and were down, so $-u<v\le u$. For each $u$ the length in $v$ is $2u$, and the switched area is

$$
\int_0^E 2u\,du=E^2. \tag{10}
$$

The whole area lies inside the triangle of equation (2). Hence $P=\chi E+2m_0E^2=\chi E+RE^2$. For a negative field the symmetry reverses the sign of $P$, and the two cases combine into

$$
P=\chi E+R\,E|E|. \tag{11}
$$

The coefficient of the square is $R$ here and $R/2$ in equation (8). The initial rise sweeps an area $E^2$, while a rise of the same length after a reversal sweeps half of that.

### The full loop

At the end of the initial rise the polarization is $P_0=\chi E_0+RE_0^2$. The field then falls. The branch argument used an earlier minimum, which the depoled sample has not had at $-E_0$, so the relays must be looked at once more. Those with $u<E_0$ are all up. Those with $u>E_0$ that are up have $u+v<0$, hence $v<-E_0$, and they do not switch while $E\ge-E_0$. The switched region is therefore the triangle $E<v\le u<E_0$, and equation (8) holds all the way to $-E_0$:

$$
\begin{aligned}
P&=\chi E_0+RE_0^2+\chi(E-E_0)-\frac R2(E_0-E)^2\\
&=\chi E+RE_0^2-\frac R2\left(E_0^2-2E_0E+E^2\right)\\
&=(\chi+RE_0)E+\frac R2\left(E_0^2-E^2\right).
\end{aligned} \tag{12}
$$

At $E=-E_0$ the last term vanishes and $P=-P_0$. The rising branch starts there, and with the plus sign in equation (8) it is

$$
\begin{aligned}
P&=-\chi E_0-RE_0^2+\chi(E+E_0)+\frac R2(E+E_0)^2\\
&=(\chi+RE_0)E-\frac R2\left(E_0^2-E^2\right).
\end{aligned} \tag{13}
$$

It ends at $+P_0$, so the loop is closed after one cycle. Its tips lie on the initial curve, and the straight line through them has slope $\chi+RE_0$.

If the sample has not been depoled, the first fall from $E_0$ may also turn down relays with $u>E_0$ that an earlier, larger field had left up. Once the field has been at $-E_0$, any relay with $u>E_0$ and $v>-E_0$ is down and stays down. From then on only the relays in the triangle of equation (2) switch, and the others add a constant to $P$. The loop has the same shape but may be displaced along the polarization axis. Depoling is thus needed for the initial curve and for the centring of the loop, not for its shape.

The remanent polarization is the value of equation (12) at $E=0$:

$$
P_{\rm rem}=\frac{RE_0^2}{2}. \tag{14}
$$

The field $E_c$ at which the rising branch crosses $P=0$ follows from equation (13). Write $S=\chi+RE_0$ and multiply by 2:

$$
RE_c^2+2SE_c-RE_0^2=0,\qquad
E_c=\frac{-S+\sqrt{S^2+R^2E_0^2}}{R}. \tag{15}
$$

The positive root is taken because the crossing lies at $E>0$. For weak nonlinearity the numerator is a difference of nearly equal numbers. Multiplying numerator and denominator by $S+\sqrt{S^2+R^2E_0^2}$ gives the form to use in code,

$$
E_c=\frac{RE_0^2}{S+\sqrt{S^2+R^2E_0^2}}. \tag{16}
$$

This $E_c$ belongs to the small loop of amplitude $E_0$. It is not the coercive field of complete polarization reversal.

### Minor loops and the reversal list

Let the field rise to $E_1$, fall to $E_2$, and rise to $E_1$ again, with $E_2$ above the preceding minimum. The fall turns down the relays in $E_2<v\le u<E_1$, and the second rise turns the same relays up. At $E_1$ every relay is back in the state it had before the excursion. The minor loop is closed, and a further rise continues the outer branch as if the excursion had not taken place.

An update rule that misses this point fails beyond $E_1$. If the outer branch started at $-E_0$, its slope at $E_1$ is $\chi+R(E_1+E_0)$, while the minor branch arrives with slope $\chi+R(E_1-E_2)$. Continuing the minor parabola to $E>E_1$ would give too small a polarization, by

$$
\begin{aligned}
&\frac R2\Big[(E+E_0)^2-(E_1+E_0)^2-(E-E_2)^2+(E_1-E_2)^2\Big]\\
&\quad=\frac R2(E-E_1)\Big[(E+E_1+2E_0)-(E+E_1-2E_2)\Big]\\
&\quad=R(E-E_1)(E_0+E_2).
\end{aligned} \tag{17}
$$

For a sample that starts depoled, the memory is a list of reversal fields $e_1,e_2,\dots,e_n$ that have not been erased. Summing the irreversible changes along the list, with $e_{n+1}=E$ for the present field, gives

$$
P=\chi E+R\,e_1|e_1|+\frac R2\sum_{k=1}^{n}(e_{k+1}-e_k)\,|e_{k+1}-e_k|. \tag{18}
$$

With an empty list, equation (11) applies. The list is updated as follows.

1. If the direction of the field changes, append the field at which it turned.
2. While $n\ge2$ and the new field has reached or passed $e_{n-1}$, delete $e_{n-1}$ and $e_n$. This is the closing of a minor loop.
3. If $n=1$ and $|E|\ge|e_1|$, delete $e_1$.

The third rule needs a reason. After a fall from $e_1=A$ to $-A$, all relays with $v>-A$ are down. Those with $v<-A$ have not been touched by the fall. They are up if $u+v<0$ and down otherwise. This is the state that the depoled sample would have after going directly to $-A$, so the initial curve resumes.

### A worked loop

Take round model parameters: $E_0=2\times10^{-5}$ V/Å, $\chi=5$ e/(V Å) and $m_0=2.5\times10^4$ e/V², so $R=5\times10^4$ e/V². Then $RE_0=1$ e/(V Å) and $S=6$ e/(V Å). The tip polarization is $6\times2\times10^{-5}=1.2\times10^{-4}$ e/Å². The remanence is $\tfrac12\times5\times10^4\times(2\times10^{-5})^2=1.0\times10^{-5}$ e/Å², or $1.60\times10^{-4}$ C/m². Equation (15) gives $E_c=(\sqrt{37}-6)/(5\times10^4)=1.655\times10^{-6}$ V/Å.

For a minor loop, turn the rising branch at $8\times10^{-6}$ V/Å. The list before the turn is $e_1=-E_0$, and equation (18) gives

$$
P=4.00\times10^{-5}-2.00\times10^{-5}+1.96\times10^{-5}=3.96\times10^{-5}\ \text{e/Å}^2.
$$

The fall to $-4\times10^{-6}$ V/Å covers $1.2\times10^{-5}$ V/Å. It removes $6.0\times10^{-5}$ e/Å² reversibly and $0.36\times10^{-5}$ e/Å² by switching, which leaves $P=-2.40\times10^{-5}$ e/Å². Driving individual relays through the same fields gives these two values as well.

## 2. Loss, harmonic response and limits of validity

### Results carried over

A relay switches up at $u$ and down at $v\le u$. The density of relays is $m(u,v)$, equal to $m_0$ in the triangle $-E_0\le v\le u\le E_0$ swept by a field of amplitude $E_0$. The reversible susceptibility is $\chi$, and $R=2m_0$. After depoling, the loop is

$$
P_{\rm rise,\,fall}=(\chi+RE_0)E\mp\frac R2\left(E_0^2-E^2\right), \tag{19}
$$

with the upper sign for the rising branch. A branch that starts at a reversal field $E_r$ departs from it by $\chi(E-E_r)\pm\frac R2(E-E_r)^2$, plus for rising fields, until the preceding reversal field is regained.

### Loss from the loop area

The work done on the polarization per unit volume in one cycle is $W=\oint E\,dP$. Integration by parts turns it into $-\oint P\,dE$, because $EP$ returns to its starting value. The cycle runs up along the rising branch and down along the falling one, so

$$
W=-\int_{-E_0}^{E_0}P_{\rm rise}\,dE+\int_{-E_0}^{E_0}P_{\rm fall}\,dE
=\int_{-E_0}^{E_0}R\left(E_0^2-E^2\right)dE. \tag{20}
$$

The linear terms have cancelled, which shows that the reversible response does not contribute. The remaining integral is

$$
W=R\left(2E_0^3-\frac{2E_0^3}{3}\right)=\frac43RE_0^3. \tag{21}
$$

$W$ is positive, so the source delivers net energy in each cycle. In a steady cycle the relays return to their initial states, and this energy leaves as heat.

A locally uniform relay density has been shown to give quadratic branches, a short reversal list for the memory, and a loss per cycle that grows as the cube of the field amplitude. What remains is to count this loss relay by relay, derive the response at the drive frequency, and find how uniformity can be established and what happens when it fails.
